# Orbital Rotations, the Unitary Group and the Commutator Form of the Gradient

## A slope and a matrix element

Take H$_2$ at a bond length of 1.4 bohr in the 6-31G basis. Put both electrons into the lowest eigenfunction $\phi_1$ of the core Hamiltonian (kinetic energy plus attraction to the nuclei). The energy is $-1.074149$ hartree. Now mix in the third-lowest eigenfunction, $\phi_a$, by an angle $\theta$. A finite difference gives an initial slope of $-0.680262$ hartree/rad, while the Fock matrix element between the two orbitals is $f_{a1}=0.170065$ hartree. The slope is $-4$ times the matrix element. (The overall sign of $\phi_a$ is a free choice, fixed here so that $f_{a1}>0$. Reversing it reverses $f_{a1}$, the slope and the optimal angle together, and leaves the ratio $-4$ and all energies unchanged.) Where do the factor and the sign come from, and what replaces this rule for many orbitals and a general state?

## One angle, worked by hand

Let $\phi_1,\phi_a$ be real and orthonormal, and rotate the occupied orbital:
$$\phi_1(\theta)=\cos\theta\,\phi_1-\sin\theta\,\phi_a .$$
The minus sign is a convention that will match $\exp(-\kappa)$ below. With $h_{pq}$ the core integrals and $(pq|rs)$ the repulsion integrals in charge-density order, a doubly occupied orbital has energy
$$E(\theta)=2h(\theta)+J(\theta)+E_{\rm nuc},$$
where $h(\theta)$ is its core energy and $J(\theta)$ its self-repulsion. To second order its density is
$$\phi_1(\theta)^2=(1-\theta^2)\phi_1^2-2\theta\,\phi_a\phi_1+\theta^2\phi_a^2 .$$
The core energy follows the same pattern, and $J$ is the repulsion of this density with itself:
$$h(\theta)=(1-\theta^2)h_{11}-2\theta h_{a1}+\theta^2h_{aa},$$
$$J(\theta)=(1-2\theta^2)(11|11)-4\theta(a1|11)+\theta^2[2(11|aa)+4(a1|a1)].$$
Collecting powers of $\theta$ gives
$$E'(0)=-4[h_{a1}+(a1|11)]=-4f_{a1},$$
$$E''(0)=4(h_{aa}-h_{11})-4(11|11)+4(11|aa)+8(a1|a1).$$
One factor 2 counts the electrons; the other comes from the two places where an orbital enters its density.

Here $h_{a1}=0$, because both orbitals are eigenfunctions of the core Hamiltonian. The slope is therefore entirely due to electron repulsion, which the starting orbital ignores. The curvature, in hartree/rad$^2$, is
$$4(1.117339)-4(0.753681)+4(0.509711)+8(0.087155)=4.1907 .$$
A Newton step gives $\theta=0.680262/4.190715=0.1623$ rad. The minimum, where the slope vanishes, lies at $0.1519$ rad.

The overshoot can be traced. The exact density is $\cos^2\theta\,\phi_1^2-2\cos\theta\sin\theta\,\phi_a\phi_1+\sin^2\theta\,\phi_a^2$, so the terms of $J$ odd in $\theta$ are $-4\cos^3\theta\sin\theta\,(a1|11)-4\cos\theta\sin^3\theta\,(a1|aa)$, with $\cos^3\theta\sin\theta=\theta-\tfrac53\theta^3+\cdots$ and $\cos\theta\sin^3\theta=\theta^3+\cdots$. The only odd term of $h(\theta)$ is proportional to $h_{a1}$. For $h_{a1}=0$, the $\theta^3$ coefficient of $E$ is $\tfrac{20}{3}(a1|11)-4(a1|aa)=0.830$ hartree. It is positive, so the slope rises faster than linearly. Keeping this term moves the estimate to $0.149$ rad; higher terms supply the rest.

*Limit.* At $\theta=\pi/2$ both electrons are in $\phi_a$, and the energy should be $2h_{aa}+(aa|aa)+E_{\rm nuc}=0.8111$ hartree. The rotation thus runs continuously between two determinants.

## The operators behind the angle

For $n$ orthonormal spatial orbitals, with $\{a_{p\sigma},a^\dagger_{q\tau}\}=\delta_{pq}\delta_{\sigma\tau}$ and all other anticommutators zero, define
$$E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}.$$
Use $[AB,C]=A\{B,C\}-\{A,C\}B$. With $C=a^\dagger_{r\tau}$ only the first anticommutator survives, and with $C=a_{r\tau}$ only the second:
$$[E_{pq},a^\dagger_{r\tau}]=\delta_{qr}a^\dagger_{p\tau},\qquad [E_{pq},a_{r\tau}]=-\delta_{pr}a_{q\tau}.$$
The product rule for commutators then gives
$$[E_{pq},E_{rs}]=\sum_\tau\left([E_{pq},a^\dagger_{r\tau}]a_{s\tau}+a^\dagger_{r\tau}[E_{pq},a_{s\tau}]\right)
=\delta_{qr}E_{ps}-\delta_{ps}E_{rq}.$$

*Limit of one electron.* Here $E_{pq}a^\dagger_{r\tau}|{\rm vac}\rangle=\delta_{qr}a^\dagger_{p\tau}|{\rm vac}\rangle$. Thus $E_{pq}$ acts on the orbital index as the matrix with a single 1 in row $p$, column $q$. Those matrices obey the same rule, which we have now shown for any number of electrons.

The name "$U(n)$ commutation rules" needs one qualification. Since $E_{pq}^\dagger=E_{qp}$, the individual $E_{pq}$ are not anti-Hermitian. With complex coefficients they span $gl(n,\mathbb C)$, the complexification of $u(n)$. The algebra $u(n)$ itself is represented by
$$\hat\kappa=\sum_{pq}\kappa_{pq}E_{pq},\qquad \kappa^\dagger=-\kappa,$$
for which $\hat\kappa^\dagger=-\hat\kappa$. Contracting the rule with two matrices gives
$$[\hat\kappa,\hat\eta]=\sum_{ps}(\kappa\eta)_{ps}E_{ps}-\sum_{rq}(\eta\kappa)_{rq}E_{rq}=\widehat{[\kappa,\eta]} .$$
For these one-body operators, commutators in the large Fock space therefore reduce to commutators of $n\times n$ matrices.

The spin sum also protects spin. With $S_+=\sum_r a^\dagger_{r\alpha}a_{r\beta}$,
$$[E_{pq},S_+]=a^\dagger_{p\alpha}a_{q\beta}-a^\dagger_{p\alpha}a_{q\beta}=0 .$$
Taking adjoints gives the same for $S_-$, and the Jacobi identity with $2S_z=[S_+,S_-]$ gives it for $S_z$. Rotations built from $E_{pq}$ leave the spin quantum numbers unchanged.

## From the exponential operator to the matrix

Define $b_p(t)=e^{-t\hat\kappa}a^\dagger_{p\sigma}e^{t\hat\kappa}$. Differentiating both exponentials and using $[\hat\kappa,a^\dagger_{p\sigma}]=\sum_q a^\dagger_{q\sigma}\kappa_{qp}$,
$$\frac{db_p}{dt}=-e^{-t\hat\kappa}[\hat\kappa,a^\dagger_{p\sigma}]e^{t\hat\kappa}=-\sum_q b_q(t)\kappa_{qp}.$$
If the $b_p$ are written as a row, this is $b'=-b\kappa$, with solution $b(t)=b(0)e^{-t\kappa}$. At $t=1$,
$$\boxed{e^{-\hat\kappa}a^\dagger_{p\sigma}e^{\hat\kappa}=\sum_q a^\dagger_{q\sigma}[e^{-\kappa}]_{qp}}$$
The new orbitals are the columns of $e^{-\kappa}$. They stay orthonormal because $(e^{-\kappa})^\dagger=e^{\kappa}$. No unitary matrix is missed: if $U=V\,{\rm diag}(e^{i\alpha_k})V^\dagger$, then $\kappa=-V\,{\rm diag}(i\alpha_k)V^\dagger$ is anti-Hermitian and $e^{-\kappa}=U$.

For a determinant $a^\dagger_1a^\dagger_2\cdots|{\rm vac}\rangle$, insert $e^{\hat\kappa}e^{-\hat\kappa}$ between neighbouring factors. As $\hat\kappa|{\rm vac}\rangle=0$, the vacuum is unchanged and each creator is replaced by its rotated form. A determinant goes to a determinant.

*Limit of one angle.* Set $\kappa_{a1}=\theta=-\kappa_{1a}$. In the order $(1,a)$,
$$\kappa=\theta j,\quad j=\begin{pmatrix}0&-1\\1&0\end{pmatrix},\quad j^2=-1,\qquad
e^{-\kappa}=\cos\theta-j\sin\theta=\begin{pmatrix}\cos\theta&\sin\theta\\-\sin\theta&\cos\theta\end{pmatrix}.$$
The first column is the rotation used by hand. At the optimum its entries are $0.9885$ and $-0.1513$.

## The gradient for any state

Let $|0\rangle$ be normalized, let $H$ be fixed, and set
$$E(\kappa)=\langle0|e^{\hat\kappa}He^{-\hat\kappa}|0\rangle .$$
Along the line $t\kappa$,
$$\frac{d}{dt}e^{t\hat\kappa}He^{-t\hat\kappa}=e^{t\hat\kappa}[\hat\kappa,H]e^{-t\hat\kappa}.$$
Setting $t=0$ gives the slope, and differentiating once more gives the curvature:
$$E(\kappa)=\langle H\rangle+\langle[\hat\kappa,H]\rangle+\tfrac12\langle[\hat\kappa,[\hat\kappa,H]]\rangle+\cdots$$
The first-order term is
$$\boxed{\langle[\hat\kappa,H]\rangle=\sum_{pq}\kappa_{pq}G_{pq},\qquad G_{pq}=\langle0|[E_{pq},H]|0\rangle}$$

The entries of $\kappa$ are not independent. Taking the adjoint of the commutator gives $G_{pq}^*=\langle[H,E_{qp}]\rangle=-G_{qp}$. For $p>q$ write $\kappa_{pq}=x+iy$, so that $\kappa_{qp}=-x+iy$. The pair contributes
$$x(G_{pq}-G_{qp})+iy(G_{pq}+G_{qp})=2x\,{\rm Re}\,G_{pq}-2y\,{\rm Im}\,G_{pq}.$$
The derivatives are therefore $2\,{\rm Re}\,G_{pq}$ and $-2\,{\rm Im}\,G_{pq}$. A diagonal phase $\kappa_{pp}=i\alpha$ contributes $i\alpha G_{pp}$, which is real. For real orbitals, a real state and real $\kappa$, there remains
$$\frac{\partial E}{\partial\kappa_{pq}}\bigg|_0=\langle[E_{pq}-E_{qp},H]\rangle=2G_{pq}\qquad(p>q).$$
For a random complex Hamiltonian and four-electron state, all these derivatives were tested against finite differences. The largest deviation was $6.5\times10^{-9}$ in the model's energy unit.

*Limit of an eigenstate.* If $H|0\rangle=E|0\rangle$, then $\langle[E_{pq},H]\rangle=E\langle E_{pq}\rangle-E\langle E_{pq}\rangle=0$. For the full-CI ground state of H$_2$ the largest $|G_{pq}|$ is $5.6\times10^{-16}$ hartree, zero to rounding. The converse fails, as the optimized determinant will show.

## Why a Fock matrix appears

Write the spin-free Hamiltonian, apart from the constant $E_{\rm nuc}$, as
$$H=\sum_{pq}h_{pq}E_{pq}+\tfrac12\sum_{mrst}(mr|st)\sum_{\mu\tau}a^\dagger_{m\mu}a^\dagger_{s\tau}a_{t\tau}a_{r\mu}.$$
Commute $a_{q\sigma}$ with the two-electron part. Contraction with $a^\dagger_{m\mu}$ gives
$$\tfrac12\sum_{rst}(qr|st)\sum_\tau a^\dagger_{s\tau}a_{t\tau}a_{r\sigma}.$$
Contraction with $a^\dagger_{s\tau}$ carries a minus sign from passing the first creator; exchanging the two annihilators removes it:
$$-\tfrac12\sum_{mrt}(mr|qt)\sum_\mu a^\dagger_{m\mu}a_{t\sigma}a_{r\mu}
=\tfrac12\sum_{mrt}(qt|mr)\sum_\mu a^\dagger_{m\mu}a_{r\mu}a_{t\sigma}.$$
Here $(mr|qt)=(qt|mr)$ was used. After relabelling, this equals the first contribution, so the factor $\tfrac12$ disappears:
$$[a_{q\sigma},H]=\sum_r h_{qr}a_{r\sigma}+\sum_{rst}(qr|st)\sum_\tau a^\dagger_{s\tau}a_{t\tau}a_{r\sigma}.$$
Multiply by $a^\dagger_{p\sigma}$, sum over spin and take the expectation value. This defines the generalized Fock matrix
$$F_{pq}=\sum_\sigma\langle a^\dagger_{p\sigma}[a_{q\sigma},H]\rangle=\sum_r h_{qr}D_{pr}+\sum_{rst}(qr|st)d_{prst},$$
with $D_{pr}=\langle E_{pr}\rangle$ and $d_{prst}=\sum_{\sigma\tau}\langle a^\dagger_{p\sigma}a^\dagger_{s\tau}a_{t\tau}a_{r\sigma}\rangle$.

The product rule splits $[E_{pq},H]$ into $\sum_\sigma a^\dagger_{p\sigma}[a_{q\sigma},H]$ and $\sum_\sigma[a^\dagger_{p\sigma},H]a_{q\sigma}$. Since $[a^\dagger_{p\sigma},H]=-[a_{p\sigma},H]^\dagger$, the second part has expectation value $-F_{qp}^*$. Hence
$$G_{pq}=F_{pq}-F_{qp}^* .$$
One- and two-particle density matrices suffice for the gradient, however complicated the state.

*Limit of a closed-shell determinant.* Let $i,j$ be doubly occupied and $a,b$ empty. Then $D_{ir}=2\delta_{ir}$. In $d_{irst}$ the direct pairing counts four spin combinations, while the exchange pairing requires equal spins and counts two with a minus sign. For occupied $s$,
$$d_{irst}=4\delta_{ir}\delta_{st}-2\delta_{it}\delta_{sr},$$
and $d$ vanishes when $s$ is empty. Thus
$$F_{iq}=2f_{qi},\qquad f_{qi}=h_{qi}+\sum_j[2(qi|jj)-(qj|ji)],\qquad F_{aq}=0 .$$
It follows that $G_{ai}=-F_{ia}^*=-2f_{ai}^*=-2f_{ia}$. In the real case the gradient is $2G_{ai}=-4f_{ai}$. For H$_2$ the sum has one term and $f_{a1}=h_{a1}+2(a1|11)-(a1|11)$, which recovers the hand calculation.

## Directions that do nothing

For the same determinant, $G_{ij}=2f_{ji}-2f_{ij}^*=0$ and $G_{ab}=0$. The reason goes beyond first order. For $i\ne j$, $E_{ij}$ tries to fill an orbital that is already full, while $E_{ii}$ counts two electrons and $E_{ab}$ finds nothing to remove. If $\kappa$ has no occupied-empty block, then
$$\hat\kappa|0\rangle=2\sum_i\kappa_{ii}|0\rangle ,$$
with an imaginary factor, so $e^{-\hat\kappa}$ changes only the phase.

Conversely, if a unitary $U$ mixes the occupied space with the empty one, the old and new determinants overlap by $(\det U_{\rm occ})^2$. This has modulus below 1, because the occupied block $U_{\rm occ}$ is then no longer unitary. With $o$ occupied orbitals, the distinct determinants, counted without phase, form
$$U(n)/[U(o)\times U(n-o)],\qquad \dim=n^2-o^2-(n-o)^2=2o(n-o).$$
For $n=4$, $o=2$, the 16 real parameters of $U(4)$ leave 8 physical directions, and the rank of the tangent vectors is indeed 8.

For H$_2$ with real orbitals, $o(n-o)=3$ rotations remain. Two of the three empty orbitals have opposite inversion symmetry to $\phi_1$, so their Fock elements vanish. That leaves the single angle. Symmetry gives only a zero slope in the other two directions; at this bond length a minimization over all complex rotations returns the same energy, so nothing is lost. The single angle is special to this four-function basis: in cc-pVDZ two empty core orbitals have nonzero Fock elements, and the best single angle stops $0.0017$ hartree above the Hartree–Fock energy. For a correlated state the occupied-occupied argument generally fails, since partly filled orbitals can be mixed with effect.

## Away from the origin

The plain commutator is the gradient at $\kappa=0$. At finite $\kappa$, ask for the slope along $\eta$. Put $Y(t)=-(\hat\kappa+t\hat\eta)$ and $M(s)=\frac{d}{dt}e^{sY}$. Differentiating $\partial_se^{sY}=Ye^{sY}$ with respect to $t$ gives
$$\partial_sM=YM+Y'e^{sY},\quad M(0)=0\quad\Rightarrow\quad M(1)=\int_0^1e^{sY}Y'e^{(1-s)Y}ds .$$
Here the integrating factor $e^{-sY}$ gives $\partial_s(e^{-sY}M)=e^{-sY}Y'e^{sY}$, hence $M(1)=\int_0^1e^{(1-s)Y}Y'e^{sY}ds$, and the substitution $s\to1-s$ turns this into the form shown. With $Y'=-\hat\eta$ and $|\kappa\rangle=e^{-\hat\kappa}|0\rangle$, the state changes at the rate $-\hat J|\kappa\rangle$, where
$$J=\int_0^1e^{-s\kappa}\eta\,e^{s\kappa}ds=\eta-\tfrac12[\kappa,\eta]+\cdots$$
The integral may be taken over $n\times n$ matrices because the hat map preserves commutators. As $\hat J$ is anti-Hermitian, the slope is
$$\frac{dE}{dt}\bigg|_{t=0}=\langle\kappa|[\hat J,H]|\kappa\rangle .$$
In the random model a finite difference gives $1.088579$, and this formula gives the same digits. Using $\eta$ in place of $J$ gives $1.375659$, which is 26% above the true slope.

*Limit of commuting directions.* If $[\kappa,\eta]=0$, then $J=\eta$. This covers the H$_2$ problem, where there is one direction, so the plain commutator gives the exact slope at every $\theta$. With several angles one can instead absorb each rotation into the orbitals and start again from $\kappa=0$.

## Reading the H$_2$ result

At $\theta=0.1519$ rad the energy is $-1.126743$ hartree, in agreement with an independent restricted Hartree–Fock calculation. The rotation has lowered it by $0.052593$ hartree, or 1.43 eV. The Newton step alone reaches $-1.126490$ hartree, about $0.00025$ hartree above the minimum.

The two parts of the energy move in opposite directions. With $h_{a1}=0$, the core energy rises by
$$2\sin^2\theta\,(h_{aa}-h_{11})=2(0.151335)^2(1.117339)=0.0512\ \text{hartree}.$$
The repulsion must therefore fall by $0.0526+0.0512=0.1038$ hartree. The electrons give up some core energy to reduce their repulsion, and the gradient vanishes where a further small exchange gains nothing.

The full-CI energy in the same basis is $-1.151679$ hartree, lower by $0.0249$ hartree. The optimized determinant has zero orbital gradient and yet is not an eigenstate. Orbital rotations carry a determinant to another determinant, so this correlation energy is beyond their reach. Both energies also carry the error of the small basis, which no rotation within its four orbitals can remove. In cc-pVQZ the Hartree–Fock energy is $-1.1335$ hartree and the full-CI energy $-1.1738$ hartree, so the correlation energy grows from $0.025$ to $0.040$ hartree, and the lowering from the core-Hamiltonian start grows from $0.053$ to $0.060$ hartree. The six-digit values above are properties of the 6-31G model, not converged properties of H$_2$. The remaining values are in the numerical output.

## Table of computed values

```
spatial orbitals n = 4, Fock-space dimension = 256
largest error, commutation rules: 0.0e+00
largest error, creation-operator transformation: 1.3e-15
Random complex model, 4 electrons (model energy units):
  largest error, gradient vs finite difference: 6.5e-09
  slope at finite kappa, finite difference: 1.088579
  slope at finite kappa, corrected commutator: 1.088579
  slope at finite kappa, plain commutator: 1.375659
real parameters of U(4): 16
dimension of manifold, 2 doubly occupied of 4: 8
H2, 6-31G, bond length = 1.4 bohr
  nuclear repulsion = 0.714286 hartree
  partner orbital a = number 3 of 4
  h_11 = -1.271058 hartree
  h_a1 = -0.000000 hartree
  h_aa = -0.153719 hartree
  (11|11) = 0.753681 hartree
  (a1|11) = 0.170065 hartree
  (11|aa) = 0.509711 hartree
  (a1|a1) = 0.087155 hartree
  (a1|aa) = 0.075920 hartree
  (aa|aa) = 0.404231 hartree
  Fock element f_a1 = 0.170065 hartree
  gradient, commutator = -0.680262 hartree/rad
  gradient, -4 f_a1 = -0.680262 hartree/rad
  gradient, finite difference = -0.680262 hartree/rad
  curvature, double commutator = 4.190715 hartree/rad^2
  Newton angle = 0.162326 rad
  angle of zero gradient = 0.151919 rad
  [exp(-kappa)]_11 at that angle = 0.988482
  [exp(-kappa)]_a1 at that angle = -0.151335
  energy at start = -1.074149 hartree
  energy after Newton step = -1.126490 hartree
  energy at zero gradient = -1.126743 hartree
  independent RHF energy = -1.126743 hartree
  lowering by rotation = 0.052593 hartree
  lowering by rotation = 1.4311 eV
  full-CI energy, same basis = -1.151679 hartree
  RHF minus full CI = 0.024936 hartree
  largest |G_pq| in full-CI state = 5.6e-16 hartree
```
